# Kittel's square-root law for stripe domains in a ferroelectric film

A ferroelectric film polarized along its normal carries bound charge on both faces. If nothing screens that charge, the film can lower its energy by dividing into stripes of alternating polarization. Narrower stripes confine the electric field to thinner layers near the faces, which lowers its energy, but they require more domain walls. For straight stripes of equal width $w$ in a film of thickness $d$, the balance gives

$$
w=\sqrt{w_0d},\qquad
w_0=\frac{S}{B},\qquad
B=\frac{7\zeta(3)P^2}{\pi^3\varepsilon_0(e+s)}. \tag{1}
$$

Here $P$ is the magnitude of the spontaneous polarization and $S$ the wall energy per unit wall area. The film has relative permittivities $a$ in its plane and $c$ along its normal, and $s=\sqrt{ac}$. The medium on both sides has relative permittivity $e$. The zeta function is $\zeta(3)=\sum_{n\ge1}n^{-3}$. The law holds for thin walls, linear dielectric response, no free charge, and faces far enough apart not to interact.

## Energy of a given stripe pattern

Let $z$ run along the normal, with faces at $z=\pm d/2$, and let $x$ run across the stripes. The spontaneous polarization $P_s(x)$ points along $z$, equals $+P$ for $0<x<w$ and $-P$ for $w<x<2w$, and repeats with period $2w$. The walls are parallel to the polarization and carry no bound charge. There is one wall per width $w$, and a unit length of wall has area $d$, so the wall energy per film area is

$$
F_{\rm wall}=\frac{Sd}{w}. \tag{2}
$$

The electrostatic part must include the cost of inducing polarization $\mathbf P_i$ in the film and in the medium outside. For one component with susceptibility $\chi$, the energy is

$$
F_{\rm el}=\int\left(\frac{\varepsilon_0E^2}{2}+\frac{P_i^2}{2\varepsilon_0\chi}\right)dV . \tag{3}
$$

With several components the second term is summed over them. The displacement is $\mathbf D=\varepsilon_0\mathbf E+\mathbf P_i+\mathbf P_s$. Without free charge $\nabla\cdot\mathbf D=0$, and $\mathbf E=-\nabla\phi$. Integration by parts then gives $\int\mathbf E\cdot\mathbf D\,dV=0$, and likewise $\int\mathbf E\cdot\delta\mathbf D\,dV=0$ for any variation. If $\mathbf P_i$ changes at fixed $\mathbf P_s$, then $\varepsilon_0\delta\mathbf E=\delta\mathbf D-\delta\mathbf P_i$, so the field energy changes by $-\int\mathbf E\cdot\delta\mathbf P_i\,dV$. Setting the total variation of (3) to zero gives $P_i=\varepsilon_0\chi E$, the usual linear response.

Inserting this response turns the integrand of (3) into $\tfrac12\mathbf E\cdot(\varepsilon_0\mathbf E+\mathbf P_i)=\tfrac12\mathbf E\cdot(\mathbf D-\mathbf P_s)$. The term with $\mathbf D$ integrates to zero. Since $P_s$ does not depend on $z$, the integral over the thickness can be done at once. Per film area,

$$
F_{\rm el}=\frac12\left\langle P_s\int_{-d/2}^{d/2}\partial_z\phi\,dz\right\rangle
=\left\langle P_s(x)\,\phi(x,d/2)\right\rangle , \tag{4}
$$

where the brackets denote an average over $x$. The last step uses $\phi(x,-z)=-\phi(x,z)$, which follows from the opposite charges on the two faces.

## Potential and harmonic sum

The square wave has the sine series

$$
P_s=\sum_{n\ \rm odd}P_n\sin k_nx,\quad
k_n=\frac{n\pi}{w},\quad
P_n=\frac2w\int_0^wP\sin k_nx\,dx=\frac{4P}{n\pi}. \tag{5}
$$

For even $n$ the integral vanishes. Inside the film, $\nabla\cdot\mathbf D=0$ reads $a\,\partial_x^2\phi+c\,\partial_z^2\phi=0$. A harmonic $\sin k_nx$ therefore varies along $z$ with wave number $gk_n$, where $g=\sqrt{a/c}$. Oddness in $z$, continuity at the face and decay outside give, for the upper half,

$$
\phi_n=A_n\sin k_nx
\begin{cases}
\sinh(gk_nz)/\sinh(gk_nd/2), & 0\le z\le d/2,\\
e^{-k_n(z-d/2)}, & z\ge d/2.
\end{cases} \tag{6}
$$

The normal displacement is continuous at the upper face. Inside it is $P_s-\varepsilon_0c\,\partial_z\phi$, and outside $-\varepsilon_0e\,\partial_z\phi$. With $cg=\sqrt{ac}=s$ this condition becomes

$$
P_n-\varepsilon_0sk_nA_n\coth\frac{gk_nd}{2}=\varepsilon_0ek_nA_n ,
$$

and hence

$$
A_n=\frac{P_n}{\varepsilon_0k_n\left[e+s\coth(gk_nd/2)\right]}. \tag{7}
$$

In (4), different harmonics are orthogonal and $\sin^2k_nx$ averages to $1/2$. Using (5) and (7),

$$
F_{\rm el}=\sum_{n\ \rm odd}\frac{P_nA_n}{2}
=\frac{8P^2w}{\pi^3\varepsilon_0}\sum_{n\ \rm odd}
\frac{1}{n^3\left[e+s\coth(n\pi gd/2w)\right]}. \tag{8}
$$

This series holds for any ratio $w/d$ within the linear model. It was tested against a finite-element solution in which the induced normal polarization was an explicit unknown. For $n=1,3,5$, with $(d,w)=(20,3.4)$ nm and $(2,4)$ nm and the permittivities of the example below, the largest deviation was $1.8\times10^{-4}$ of the harmonic energy in (8).

## Separated faces and the minimum

When $\pi gd/w$ is large, every hyperbolic cotangent in (8) tends to one. The odd sum follows by removing the even terms from the full sum:

$$
\sum_{n\ \rm odd}\frac1{n^3}
=\zeta(3)-\sum_{j\ge1}\frac1{(2j)^3}
=\left(1-\frac18\right)\zeta(3)=\frac78\zeta(3). \tag{9}
$$

Thus $F_{\rm el}=Bw$ with $B$ from (1). The energy is linear in $w$ because the field penetrates a depth of order $w$ with a strength that does not depend on $w$. The total is

$$
F(w)=\frac{Sd}{w}+Bw
=\left(\sqrt{\frac{Sd}{w}}-\sqrt{Bw}\right)^2+2\sqrt{SBd}. \tag{10}
$$

The square vanishes when $Sd/w=Bw$, which is (1). This is the global minimum of (10), and there the wall and electrostatic energies are equal. Their sum is $F_{\min}=2\sqrt{SBd}$. A stripe pattern whose width is $\lambda$ times the optimum has energy $F_{\min}(\lambda+1/\lambda)/2$. A width error of 10% thus costs about 0.5% of $F_{\min}$, so the energy selects the width only weakly.

The first correction for interacting faces comes from $\coth u\simeq1+2e^{-2u}$ in the term $n=1$. Its size relative to that term is

$$
-\frac{2s}{e+s}\,e^{-\pi gd/w}. \tag{11}
$$

The negative sign means that opposite charges on the two faces partly cancel each other's field. This favours wider stripes than (1) predicts.

## The limit of wide stripes

For $w\gg d$ the argument of the hyperbolic cotangent is small for each fixed $n$, and $\coth u\simeq1/u$. The bracket in (7) is then dominated by $2s/(gk_nd)=2c/(k_nd)$, so each harmonic contributes $P_n^2d/(4\varepsilon_0c)$. The average of $P_s^2$ gives $\sum P_n^2/2=P^2$, and therefore

$$
F_{\rm el}\to\frac{P^2d}{2\varepsilon_0c}. \tag{12}
$$

This is the energy of a single domain in open circuit, where $D=0$ and the internal field is $-P/(\varepsilon_0c)$. Since $\coth u>1/u$ for positive $u$, every term of the series is smaller than its limiting value. At any finite width the electrostatic energy therefore lies below (12). The single-domain cost grows as $d$, whereas the optimal stripe energy grows as $\sqrt d$.

Equal widths for the two polarities were assumed so far. If up stripes have width $(1+m)w$ and down stripes $(1-m)w$, the period is still $2w$ but the mean polarization is $mP$. The mean part adds $m^2P^2d/(2\varepsilon_0c)$, by the argument for (12). With $x=0$ moved to the centre of an up stripe, the remaining part is a cosine series with amplitudes

$$
P_n(m)=\frac{4P}{n\pi}\sin\frac{n\pi(1+m)}2,\qquad n=1,2,3,\ldots \tag{13}
$$

These replace $P_n$ in the harmonic energies $P_n^2/\{2\varepsilon_0k_n[\ldots]\}$. For the film treated next, the energy was minimized over $w$ separately at $m=0,0.1,\ldots,0.9$, and $m=0$ gave the lowest value. At $m=0.1$ the energy is 1250 mJ/m², compared with 1180 mJ/m² at $m=0$. This supports equal widths for these parameters; it is not a proof for every film.

## A 20 nm membrane

Consider a free-standing membrane in vacuum, with $d=20$ nm, $P=75$ µC/cm² $=0.75$ C/m², $S=100$ mJ/m², $a=120$, $c=80$ and $e=1$. These are rough values in the regime of lead titanate at room temperature. They give $s=97.98$ and $g=1.225$. From (1),

$$
B=0.27138\,\frac{(0.75\ {\rm C/m^2})^2}{\varepsilon_0\times98.98}
=174\ {\rm mJ/m^2\ per\ nm},
$$

$$
w_0=\frac{100}{174.2}\ {\rm nm}=0.574\ {\rm nm},\qquad
w=\sqrt{0.574\times20}\ {\rm nm}=3.39\ {\rm nm}.
$$

The period is 6.8 nm. The wall and electrostatic parts are each 590 mJ/m², for a total of 1180 mJ/m², while a single domain in the same linear model costs about 7900 mJ/m².

The exponent in (11) is about 23, so interaction between the faces is negligible here. Direct minimization with the full series (8) returns the same 3.39 nm. From 10 to 160 nm the minimizing width rises from 2.40 to 9.58 nm, with a fitted exponent of 0.500. The series width exceeds the square-root law by 5% only when the thickness has fallen to about 0.96 nm. That is little more than two lattice cells of about 0.4 nm, where a continuum description is itself doubtful.

## Where linear response fails

The assumption under most strain is found from the field just below the face. With separated faces, (6) and (7) give $-\partial_z\phi_n=-gk_nA_n\sin k_nx=-gP_n\sin k_nx/[\varepsilon_0(e+s)]$. The factor is the same for all harmonics, so their sum is

$$
E_z=-\frac{g}{\varepsilon_0(e+s)}P_s(x). \tag{14}
$$

This is 10.5 MV/cm in magnitude and opposes the polarization. Making the stripes narrower reduces the depth of the field but not its value at the face. The induced polarization is $\varepsilon_0(c-1)E_z$, which leaves the fraction $1-g(c-1)/(e+s)=0.02$ of $P$ at the face. Such a large change cannot be treated safely as a small response about $\pm P$. The in-plane response is strained as well. At the face, the harmonics of $-\partial_x\phi$ sum to a field of magnitude $2P\ln\cot(\pi x/2w)/[\pi\varepsilon_0(e+s)]$ at a distance $x<w/2$ from a wall. It grows without limit towards the wall. At $x=0.4$ nm it is about 9 MV/cm, and the in-plane polarization it would induce, $\varepsilon_0(a-1)E_x$, already exceeds $P$.

A simple nonlinear model replaces the quadratic cost by the Landau well

$$
V(p)=U_0(1-p^2)^2,\qquad p=P_z/P. \tag{15}
$$

Its curvature with respect to $P_z$ at $p=1$ is $8U_0/P^2$. Equating this to $1/[\varepsilon_0(c-1)]$ gives $U_0=P^2/[8\varepsilon_0(c-1)]=100.5$ MJ/m³. The restoring field has magnitude $(4U_0/P)p(1-p^2)$, which is largest at $p=1/\sqrt3$. A uniform polarization therefore loses stability at the opposing field

$$
E_{\rm sw}=\frac{8U_0}{3\sqrt3\,P}=2.06\ {\rm MV/cm}. \tag{16}
$$

The linear surface field is about five times larger.

A gradient energy $\tfrac12\kappa|\nabla P_z|^2$ gives the wall a finite thickness. Across an isolated wall, minimization balances the gradient and well energies at each point: $\tfrac12\kappa P^2(p')^2=U_0(1-p^2)^2$. Hence $p=\tanh(x/\delta)$ with $\delta^2=\kappa P^2/(2U_0)$, and

$$
S=\int_{-\infty}^{\infty}2U_0\,{\rm sech}^4\frac x\delta\,dx
=\frac83U_0\delta. \tag{17}
$$

The chosen $S$ fixes $\delta=0.373$ nm, small but not negligible beside $w$.

The polarization was then relaxed in two dimensions with the well, the gradient energy and the full electrostatics. The in-plane response remained linear, the background permittivity along the normal was one, and the stripes were kept equal and symmetric. Because the in-plane polarization induced where walls meet the faces is still comparable with $P$, the results show the effect of the nonlinear normal response alone. They are not a quantitative prediction for lead titanate. As a test, thickening the film from 30 to 40 nm at fixed $w=3.4$ nm raised the energy by $S\times10\,{\rm nm}/w$ to within 3%, as it should when the faces are independent.

The optimum width at 20 nm is 4.0 nm, 18% above the Kittel value, and the energy is 922 mJ/m² instead of 1180 mJ/m². Part of the reason is visible in (15). Since $(1+p)^2\le4$ for $-1\le p\le1$, the well satisfies $V\le4U_0(1-p)^2$, which is its quadratic approximation about $p=1$. The linear model thus overcharges for suppressing the polarization. The polarization at the centre of a stripe's face is again close to zero, below $0.02P$.

The square root survives some kinds of nonlinearity, under conditions that can be stated. Suppose the response is local, contains no intrinsic length, and has a well-defined lowest energy. Stretch the pattern near a face by a factor $\lambda$, and the potential by the same factor. Fields, polarization and energy densities are then unchanged, but the affected depth grows by $\lambda$. The surface energy per area must therefore be $B'w$, with some other constant $B'$, and minimization again gives $w\propto\sqrt d$. The double well (15) does not meet these conditions. Without a gradient energy, ever finer reversed domains near the face keep lowering the energy, and the gradient energy that limits them introduces the length $\delta$. Between 20 and 40 nm the relaxed width rises from 4.0 to 5.8 nm, an effective exponent of about 0.54. The excess does not fade in thicker films. The relaxed surface energy divided by $w$ peaks at about 110 mJ/m² per nm near $w=6$ nm and falls to about 89 at $w=22$ nm. From $w\approx8$ nm, reached near $d=60$ nm, regions of reversed polarization form inside the stripes, and between about 40 and 300 nm the effective exponent is 0.62 to 0.64. In this model the square root is therefore confined to films thin enough for the stripes to stay unbranched.

## Free charge, substrates and real films

The largest potential at a face occurs at the centre of a stripe, $x=w/2$, where successive odd harmonics alternate in sign. From (7), with separated faces,

$$
\phi_{\max}=\frac{4Pw}{\pi^2\varepsilon_0(e+s)}
\left(1-\frac1{3^2}+\frac1{5^2}-\cdots\right)=1.08\ {\rm V}. \tag{18}
$$

Neighbouring stripes thus differ by 2.15 V. This swing grows as $w$, hence as $\sqrt d$, and reaches a rough band gap of 3.5 eV (a potential difference of 3.5 V) at about 53 nm. Beyond that, the linear model would place valence states in one region above conduction states in another, and transferred carriers could screen the faces. These are linear values at a face where linear response fails. In the relaxed Landau model the swing at 20 nm is about 1.2 V, and it reaches 3.5 V only near 200 nm or somewhat above. Beyond the relevant thickness the computed widths describe an ideal insulator.

Screening can also come from outside. Suppose fixed surface charge compensates a fraction $\theta$ of the bound spontaneous charge and follows the stripes. The source $P_n$ in (7) becomes $(1-\theta)P_n$, so $B$ is multiplied by $(1-\theta)^2$ and

$$
w_\theta=\frac{w}{1-\theta}, \tag{19}
$$

if the cost of supplying the charge is left out and the faces remain well separated on the scale of the new width. Half compensation doubles the width. Full compensation removes the electrostatic reason for stripes; it requires $4.7\times10^{14}$ elementary charges per cm².

If one side of the film touches a substrate of permittivity 300, the two faces contribute unequally. With separated faces, each gives half of $B$ evaluated with its own outer permittivity. The width is multiplied by

$$
\sqrt{\frac{2}{1+(1+s)/(300+s)}}=1.27, \tag{20}
$$

provided that the substrate responds linearly to the fields it receives. At the face these would be $P/[\varepsilon_0(300+s)]=2.1$ MV/cm, inducing 0.56 C/m². The permittivity of strontium titanate falls well below 300 at such fields, so for that substrate (20) overstates the widening.

Very thin films meet another limit. In the Landau well, an unpolarized film costs $U_0d$, or 2010 mJ/m² at 20 nm. The linear stripe energy $2\sqrt{SBd}=2S\sqrt{d/w_0}$ exceeds this cost below $d=4S^2/(w_0U_0^2)=6.9$ nm. This marks where the linear estimate becomes untenable. It is not a predicted critical thickness, because relaxed stripes can have a lower energy.

For actual lead titanate films on insulating strontium titanate, reported stripe periods run from a few nanometres in the thinnest films to about twenty nanometres or somewhat more in thicker ones, and the model gives the same order of magnitude. The comparison is one of scale, since strain, ferroelastic domains and surface chemistry are absent here. A capacitor breaks the central assumption by design: its electrodes supply screening charge. That charge is not a fixed fraction as in (19), because wider stripes are screened more completely. If each electrode acts as a series capacitance $\varepsilon_0/\ell$ per area with $\ell=0.02$ nm, the linear width rises from about 4 nm at $d=10$ nm to about 65 nm at $d=80$ nm, far faster than $\sqrt d$. Temperature enters through $P$, $S$ and the permittivities. Thermal roughening of the walls is weak on these numbers: the wall energy per cell face is 0.10 eV, and a one-cell bump adds four faces, about 15 times the thermal energy of 0.026 eV at 300 K before its electrostatic cost is counted. Equation (1) is thus a guide to the scale of the width for unscreened, insulating films with equilibrated, unbranched stripes, with a prefactor that nonlinear response at the faces can change by tens of per cent. The numerical output lists the values used here.

## Computed values

```
polarization P: 75.0 uC/cm2
wall energy S: 100.0 mJ/m2
permittivities a, c, e: 120, 80, 1 (no unit)
s and g: 97.980, 1.2247 (no unit)
film thickness d: 20.0 nm
7 zeta(3)/pi^3: 0.271377 (no unit)
surface coefficient B: 174.18 mJ/m2 per nm
length w0 = S/B: 0.5741 nm
Kittel width w: 3.389 nm
Kittel period 2w: 6.777 nm
width from full series: 3.389 nm
wall part of energy: 590.2 mJ/m2
electrostatic part: 590.2 mJ/m2
total stripe energy: 1180.4 mJ/m2
single-domain energy: 7941.2 mJ/m2
energy at net m=0.1: 1250.2 mJ/m2
d = 10 nm: series w 2.396, law 2.396 nm
d = 20 nm: series w 3.389, law 3.389 nm
d = 40 nm: series w 4.792, law 4.792 nm
d = 80 nm: series w 6.777, law 6.777 nm
d = 160 nm: series w 9.584, law 9.584 nm
fitted exponent, series: 0.50000 (no unit)
law 5 percent low at d: 0.961 nm
largest harmonic test error: 1.8e-04 (no unit)
linear inner surface field: 10.48 MV/cm
intrinsic switching field: 2.06 MV/cm
linear p left at face: 0.0225 (units of P)
well depth U0: 100.5 MJ/m3
wall length delta: 0.373 nm
Landau width, 20 nm film: 4.01 nm
Landau width, 40 nm film: 5.81 nm
Landau/Kittel width, 20 nm: 1.184 (no unit)
Landau effective exponent: 0.535 (no unit)
Landau energy, 20 nm film: 921.5 mJ/m2
Landau p at face centre: 0.017 (units of P)
unpolarized film energy: 2010.4 mJ/m2
linear stripes lose below d: 6.90 nm
peak surface potential: 1.077 V
potential swing: 2.153 V
rough band gap: 3.5 eV
swing reaches gap at d: 52.9 nm
full screening charge P/e: 4.68e+14 per cm2
substrate permittivity: 300 (no unit)
width factor, one substrate: 1.266 (no unit)
rough lattice constant: 0.4 nm
wall energy per cell face: 0.0999 eV
thermal energy at 300 K: 0.0259 eV
```
